Why the Green-Kubo integral of an isolated bound cluster averages to zero

Take two particles of unit mass joined by a spring of constant k. Let r be the stretch of the spring and v₁, v₂ the velocities, so that

dr/dt = v₂ − v₁,  dv₁/dt = kr,  dv₂/dt = −kr.

To mimic scattering, let each velocity also change sign at random times, at rate γ. A reversal leaves v² alone, so it never changes the energy of either particle. Give each particle its kinetic energy and half of the spring energy,

e₁ = v₁²/2 + kr²/4,  e₂ = v₂²/2 + kr²/4,

and assign the energies to the fixed positions −1/2 and +1/2. The energy moment, which records where the energy sits, is

R = (e₂ − e₁)/2 = (v₂² − v₁²)/4.

Its rate of change is the heat current, summed over the system:

J = dR/dt = (−2krv₂ − 2krv₁)/4 = −(k/2) r(v₁ + v₂).

Now differentiate J. The changing stretch contributes −(k/2)(v₂ − v₁)(v₂ + v₁) = −2kR. The two spring forces cancel in v₁ + v₂. A reversal of v₁ changes the term rv₁ by −2rv₁, and likewise for v₂, so reversals contribute −2γJ on average. Averaged over the reversals,

d²R/dt² + 2γ dR/dt + 2kR = 0.

The heat current of this smallest of clusters is the velocity of a damped oscillator. Energy that moves right makes the right particle hot, and the hot particle sends it back.

**The running integral of the pair**

Let angle brackets denote an equilibrium average at temperature Θ, with Boltzmann's constant set to one. The running Green-Kubo integral, before division by size and temperature factors, is

K(t) = ∫₀ᵗ ⟨J(0)J(s)⟩ ds = ⟨J(0)[R(t) − R(0)]⟩.

The product JR is odd in the stretch, so ⟨J(0)R(0)⟩ = 0 and K(t) = ⟨J(0)R(t)⟩. Define C(t) = ⟨R(0)R(t)⟩. In equilibrium the origin of time is immaterial, so C(t) = ⟨R(−t)R(0)⟩, and differentiation gives C′(t) = −⟨J(−t)R(0)⟩ = −K(t).

The function C obeys the oscillator equation with C′(0) = 0. Each v² has variance 2Θ², so C(0) = (2Θ² + 2Θ²)/16 = Θ²/4. For γ² < 2k, with Ω² = 2k − γ², the solution is

C(t) = (Θ²/4) e^(−γt) [cos Ωt + (γ/Ω) sin Ωt].

When this is differentiated the two cosine terms cancel, and the sine terms combine through γ² + Ω² = 2k:

K(t) = (kΘ²/2Ω) e^(−γt) sin Ωt.

With scattering, K dies away. Without it, K oscillates for ever, but its time average still vanishes. "Averages to zero" is therefore the statement that covers both cases.

**The general argument**

Nothing essential depended on there being two particles. Suppose that R is a vector whose mean square is finite, that J = dR/dt, and that the ensemble is stationary. Define the mean-square displacement of the energy moment,

M(t) = ⟨|R(t) − R(0)|²⟩.

Then

dM/dt = 2⟨J(t)·[R(t) − R(0)]⟩ = 2∫₀ᵗ ⟨J(t)·J(s)⟩ ds = 2K(t),

because the last correlation depends only on t − s. Since M(0) = 0, integration from 0 to an averaging time T gives

(1/T)∫₀ᵀ K(t) dt = M(T)/(2T).

The inequality |a − b|² ≤ 2|a|² + 2|b|² and stationarity give M(T) ≤ 4⟨|R|²⟩, so

0 ≤ (1/T)∫₀ᵀ K(t) dt ≤ 2⟨|R|²⟩/T → 0.

No assumption about chaos or loss of memory has been used. If correlations do decay, K(t) = ⟨J(0)·R(t)⟩ − ⟨J·R⟩ also tends to zero by itself. The first term tends to ⟨J⟩·⟨R⟩, which vanishes because the mean of R is constant. The second is half the time derivative of the constant ⟨|R|²⟩.

A bulk conductor must escape this argument somewhere. A longer version of the same chain shows where.

**A ring that conducts**

Take N particles with fixed lattice positions xᵢ one unit apart, stretches rᵢ between particles i and i+1, and

eᵢ = vᵢ²/2 + k(rᵢ₋₁² + rᵢ²)/4.

The force on particle i is k(rᵢ − rᵢ₋₁). Hence

deᵢ/dt = kvᵢ(rᵢ − rᵢ₋₁) + (k/2)rᵢ₋₁(vᵢ − vᵢ₋₁) + (k/2)rᵢ(vᵢ₊₁ − vᵢ) = jᵢ₋₁ − jᵢ,

with jᵢ = −(k/2)rᵢ(vᵢ + vᵢ₊₁) the current from i to i+1. Let J be the sum of all jᵢ. Apart from the reversals, the derivative of rᵢ(vᵢ + vᵢ₊₁) is

vᵢ₊₁² − vᵢ² + k(rᵢrᵢ₊₁ − rᵢ₋₁rᵢ).

Both parts are differences between neighbours. If the chain is closed into a ring, their sums vanish and only the reversals act:

dJ/dt = −2γJ.

In equilibrium the stretches are taken as independent, each with variance Θ/k. (The total stretch of the ring may thus differ from one member of the ensemble to another.) Then ⟨J²⟩ = N(k²/4)(Θ/k)(2Θ) = NkΘ²/2. The conductivity integral is K divided by NΘ²:

κ(t) = (k/4γ)(1 − e^(−2γt)) → κ = k/4γ.

For k = 1, γ = 0.2 and Θ = 1, in these reduced units, κ = 1/0.8 = 1.25. Integrating the equations for the second moments on a ring of 24 particles gives 1.2273 at t = 10, against 1.25(1 − e⁻⁴) = 1.2271 from the formula.

The ring escapes because it has no ends. Energy can circulate, and the position of a site is defined only up to whole turns. One can still define an unwrapped moment as the time integral of J, but it is not a bounded function of the state. Its mean-square displacement grows as 2NΘ²κt at long times, as for a diffusing particle, and M/(2T) tends to a constant instead of zero.

**What the free ends do**

Cut one bond. The moment R = Σxᵢeᵢ is again a function of the state, and summing the energy balance by parts gives dR/dt = J. In dJ/dt the sum of vᵢ₊₁² − vᵢ² now leaves its end values, while the products of stretches vanish because there is no spring beyond either end:

dJ/dt = −2γJ − (k/2)(v_N² − v₁²).

The new term is the return drive. A current to the right heats the right end and cools the left, and the difference pushes the current back. Multiply by J(0), average, and integrate. With c(t) = ⟨J(0)J(t)⟩,

2γK(t) = c(0) − c(t) − B(t),

B(t) = (k/2)∫₀ᵗ ⟨J(0)[v_N²(s) − v₁²(s)]⟩ ds.

On the ring B is absent, and K settles at c(0)/2γ. In the free chain K and c both vanish at long times, so B must tend to c(0), though in a short chain it can overshoot that value first. For 48 particles the calculated ratio B/c(0) has reached 0.998 by the end of the run.

The same fact can be read in the correlation function. Since K′ = c, the fall of K from its maximum to zero requires c to have negative area, equal in size to the positive area collected before. That negative tail is the heat coming back.

**How long the bulk value survives**

On times much longer than the current's memory time, 1/(2γ) = 2.5, the energy spreads by diffusion. Kinetic and spring energy each contribute 1/2 to the heat capacity per site, so the capacity is one and the diffusivity is D = κ. Treat the chain as a continuous bar from −L/2 to L/2, with L = N, and let g(x,t) be the correlation of R(0) with the energy density at x. Initially g = Θ²x, because energy fluctuations at different places are uncorrelated at this level of description. Thereafter ∂g/∂t = D ∂²g/∂x², with zero slope at the insulating ends.

Since C = ∫xg dx, one integration by parts gives

K = −C′ = D∫(∂g/∂x) dx = D[g(L/2,t) − g(−L/2,t)].

Functions sin(nπx/L) with odd n have zero slope at both ends. Expanding x in them gives coefficients 4Lsₙ/(n²π²), where sₙ = sin(nπ/2) = ±1. Each mode decays at the rate Dn²π²/L². The two ends contribute equally and sₙ² = 1, so

K(t)/(NΘ²) = κ Σ_(odd n) [8/(π²n²)] e^(−n²t/τ),  τ = L²/(π²D).

At t = 0 the sum is one, which is the bulk value. (The diffusion picture omits the initial rise during the memory time.) For t much greater than τ it vanishes exponentially.

The loss begins well before τ. Near an end, the slope ∂g/∂x must fall from Θ² to zero, and it does so as Θ² erf(y/2√(Dt)), with y the distance from the end. The missing area at one end is 2Θ²√(Dt/π), so the two ends together remove the fraction

4√(Dt/π)/L

of the bulk value, as long as their affected regions do not meet. At Dt/L² = 0.01 this is already 0.226, in agreement with the sum. A finite body therefore has a sloping shoulder where an infinite one has a plateau.

For N = 48, τ = 48²/(1.25π²) ≈ 187. Below, K/κ means K/(NΘ²κ). It peaks at 0.84 near t = 8.7, then falls to 0.293 at τ, 0.038 at 3τ and 0.0017 at 6τ. The diffusion law gives 0.298, 0.040 and 0.0020 at the last three times. From 0.3τ onward the largest difference is 0.006 of the bulk value. As a fraction of the diffusion-law value the difference grows, to about 14 percent at 6τ, as it would if the chain relaxed a few percent faster than the continuous bar. I have not isolated the cause of that mismatch.

The average falls much more slowly than K. Because K = −C′, the whole area under K is C(0), the variance of R. For 48 particles the variance is 186.0 per site, and the area up to 6τ is 185.6. Dividing by the elapsed time, 6 × 186.8 = 1121, and by κ gives 185.6/(1121 × 1.25) = 0.132. The average is still 13 percent of the bulk value when K itself is below 0.2 percent. From then on it decreases as 1/T, since almost no area is left to add.

**Two orders of limits**

Hold the time at t = 10 and lengthen the free chain. For N = 12, 24, 48 and 96, K/(NΘ²) is 0.507, 0.867, 1.047 and 1.137, approaching the ring's 1.227. Multiplying the shortfall by N gives 8.638 for both N = 48 and N = 96. The loss is a fixed amount at the ends, shared among more and more particles.

Sending the size to infinity first therefore removes the ends, and the later limit of long time gives κ. Sending the time to infinity first, at fixed size, lets the heat reach the ends and return, and gives zero. Both limits are correct, and they answer different questions. This chain shows its bulk conductivity in K to the extent that there is a time range 1/(2γ) ≪ t ≪ τ. The rule carries over to another finite body, with the memory time of its current in place of 1/(2γ), only if its energy spreads by diffusion with a finite bulk κ. Here the reversals secure that, and without them the ring's current is conserved and K grows without limit. The zero does not mean that the cluster would fail to carry heat between a hot and a cold contact. Such contacts would let energy enter and leave, and the isolated argument would no longer apply.

If γ = 0 there is no scattering and no bulk plateau. A free chain of eight particles then has a root-mean-square K/(NΘ²) of 0.34 between t = 500 and t = 1000, with no sign of settling to zero. Its mean over the same interval is 0.002. The area over any interval is a difference of two values of C, so this mean cannot exceed 2C(0)/(500NΘ²) = 0.0175.

**A cluster whose particles really move**

The chain has fixed lattice positions in R, and its reversals do not conserve momentum. Neither simplification is needed. For particles with pair energies φᵢⱼ, let fᵢⱼ be the force on i from j and rᵢⱼ = rᵢ − rⱼ. With unit masses and each pair energy shared equally, dφᵢⱼ/dt = −fᵢⱼ·(vᵢ − vⱼ), so

deᵢ/dt = Σⱼ fᵢⱼ·vᵢ − ½Σⱼ fᵢⱼ·(vᵢ − vⱼ) = ½Σⱼ fᵢⱼ·(vᵢ + vⱼ).

Differentiating R = Σrᵢeᵢ and joining the terms ij and ji, for which fⱼᵢ = −fᵢⱼ, gives

J = Σᵢ vᵢeᵢ + ½Σ_(i<j) rᵢⱼ [fᵢⱼ·(vᵢ + vⱼ)].

If the total energy lies below every fragmentation threshold, no part can escape, and positions about the centre of mass stay bounded. If the pair energies are also bounded below, energy conservation bounds every speed and every site energy. If the centre of mass is also at rest, the positions themselves stay bounded. Hence R is bounded and the general argument applies.

Eight Lennard-Jones particles serve as an example, in units of their mass, length and well depth. The lowest energy found is −19.82, and the motion has 2.5 units of energy above it. The numerical search reports a threshold of 4.23, which is too high because it missed the best seven-particle fragment. A pentagonal bipyramid with its 15 nearest pairs at the bottom of the well has energy −15, plus about −0.54 from the five ring diagonals and −0.93 from the pair of apices, or −16.47. That lowers the threshold for losing one particle to about 19.82 − 16.47 = 3.35, and slight relaxation lowers it a little more. The excess of 2.5 remains below it, provided no seven-particle arrangement is much lower than this one. I take that as known and do not prove it here.

For a nonrotating cluster at rest, the averages of K over T = 3, 10 and 30, found from current correlations, are 0.067, 0.023 and 0.009. The values of M/(2T), found from positions and site energies, are 0.067, 0.023 and 0.009. With 48 motions in each ensemble, these figures and those for rotation below carry a sampling uncertainty of about 2 to 6 percent at T = 3 and 10. At T = 30 the averages from current correlations are uncertain by up to about ten percent, with or without rotation. Other starting velocities, or a later stretch of the motion, move the rotating values by up to 0.012 at T = 3 and 0.003 at T = 10 and 30. The largest |K| is 0.43. The last average lies below the bound 2 × 0.380/30 = 0.025.

**Rotation is harmless, drift is not**

A rotating cluster turns its energy moment round but does not lengthen it without limit. With 1.0 of the 2.5 units placed in rotation, the averages are 0.166, 0.030 and 0.019 at the same three times. They are larger than before, and they too stay below their bounds, the last of which is 0.033. Absence of rotation is thus not a condition for the result.

Drift is different. Give every particle an extra velocity V, and mark quantities in the rest frame by primes. Substitution in J, with Σv′ᵢ = 0, gives

J = J′ + EV + [Σᵢ v′ᵢv′ᵢ + Σ_(i<j) rᵢⱼfᵢⱼ]·V,

where E is the total energy including the drift. The bracket is the time derivative of Σr′ᵢv′ᵢ, which is bounded, so its long-time mean is zero. So is that of J′. What remains is the steady current EV. The energy moment travels a distance |E|VT, and to leading order at long times

(1/T)∫₀ᵀ K dt ≈ (EV)²T/2.

For V = 0.1 and E = −17.28, the prediction at T = 30 is (1.728)² × 15 = 44.8, and the simulation gives 44.6. This growth is transport of the cluster, not conduction through it. Subtracting EV from J leaves the derivative of a bounded quantity, and the average returns to zero.

The same reasoning shows when the result fails for other causes. If a particle evaporates, nothing keeps R bounded any longer, and in general it grows in proportion to time. (Two equal particles flying apart symmetrically are an exception: their contributions to R cancel.) If the cluster exchanges energy with its surroundings, dR/dt contains that exchange as well as the internal current.

Values computed for the example and the checks

```
PART 1: Lennard-Jones cluster, reduced units
particles 8, copies per ensemble 48, time step 0.005
lowest energy found -19.8215, fragmentation threshold 4.2283
excess energy 2.5, rotational part in rotating set 1.0
largest total-energy error 2.1e-03
largest error of R(t)-R(0) = int J dt: 4.0e-03
nonrotating: <R^2> 0.380, largest |K| 0.428
nonrotating T=3: mean K 0.0672, <dR^2>/2T 0.0672, s.e. 0.0007, bound 0.253
nonrotating T=10: mean K 0.0226, <dR^2>/2T 0.0229, s.e. 0.0008, bound 0.076
nonrotating T=30: mean K 0.0089, <dR^2>/2T 0.0092, s.e. 0.0010, bound 0.025
rotating: <R^2> 0.500, largest |K| 0.721
rotating T=3: mean K 0.1659, <dR^2>/2T 0.1653, s.e. 0.0013, bound 0.333
rotating T=10: mean K 0.0296, <dR^2>/2T 0.0277, s.e. 0.0016, bound 0.100
rotating T=30: mean K 0.0190, <dR^2>/2T 0.0172, s.e. 0.0015, bound 0.033
drifting T=3: mean K 4.5276, <dR^2>/2T 4.5266, s.e. 0.0051
drifting T=10: mean K 14.8860, <dR^2>/2T 14.8814, s.e. 0.0173
drifting T=30: mean K 44.6252, <dR^2>/2T 44.6436, s.e. 0.0507
drift speed 0.1, energy E -17.280, (EV)^2 T/2 at T=30: 44.792
PART 2: chain with velocity reversals, reduced units
k 1.0, gamma 0.2, temperature 1.0, bulk kappa 1.2500
ring of 24: integral at t=10 1.2273, at t=30 1.2502
diffusion law: fraction lost at D t/L^2 = 0.01: 0.2257
free chain 12: tau 11.67, largest K/kappa 0.5724 at t=4.4
  K/kappa at tau 0.3449, at 3 tau 0.0264, at 6 tau 0.00055
  var R per site 10.542, area under K 10.535, mean K/kappa to 6 tau 0.1204
  return drive / initial correlation 0.9994, deviation from diffusion law 0.0724
free chain 24: tau 46.69, largest K/kappa 0.7291 at t=6.4
  K/kappa at tau 0.2954, at 3 tau 0.0347, at 6 tau 0.00140
  var R per site 45.042, area under K 44.965, mean K/kappa to 6 tau 0.1284
  return drive / initial correlation 0.9986, deviation from diffusion law 0.0243
free chain 48: tau 186.76, largest K/kappa 0.8406 at t=8.7
  K/kappa at tau 0.2927, at 3 tau 0.0376, at 6 tau 0.00173
  var R per site 186.042, area under K 185.647, mean K/kappa to 6 tau 0.1325
  return drive / initial correlation 0.9982, deviation from diffusion law 0.0058
K at t=10 for n = 12, 24, 48, 96: 0.5074, 0.8673, 1.0473, 1.1373
n*(ring - free) at t=10: n=48 8.6383, n=96 8.6383
harmonic chain of 8, t=500 to 1000: rms K 0.3382, mean K 0.00181, limit on mean 0.0175
```
